# The cusp condition for the electron pair density at coalescence

## Problem

A system of \(M\) non-relativistic electrons has, in atomic units, the Hamiltonian
\[
H=\sum_i\Big[-\tfrac12\nabla_i^2+v(\mathbf r_i)\Big]+\sum_{i<j}\frac{\lambda}{r_{ij}},
\]
where \(\lambda=1\) is the physical repulsion and is kept as a letter so that its role can be traced. For a normalized eigenstate \(\Psi\) with density \(n(\mathbf r)\), the pair density is
\[
P(\mathbf r_1,\mathbf r_2)=M(M-1)\sum_{\text{spins}}\int|\Psi|^2\,d^3r_3\cdots d^3r_M .
\]
Define \(g=P(\mathbf r,\mathbf r')/[n(\mathbf r)n(\mathbf r')]\) and the exchange-correlation hole \(n_{xc}=P(\mathbf r,\mathbf r')/n(\mathbf r)-n(\mathbf r')\). With \(\mathbf r'=\mathbf r+\mathbf u\) and \(\mathbf u=u\hat{\mathbf u}\), a bar denotes the average over the direction \(\hat{\mathbf u}\) at fixed \(\mathbf r\) and \(u\). The point \(\mathbf r\) is one where \(v\) is smooth, so it is not on a nucleus.

(a) Express \(d\bar P/du\) at \(u\to0^+\) through the on-top value \(P(\mathbf r,\mathbf r)\), and decide whether the average over directions is needed.

(b) Find the corresponding conditions for \(\bar g\), for \(\bar n_{xc}\) and for parallel spins.

(c) Check the results with Hooke's atom, \(M=2\), \(v=\tfrac12\omega^2r^2\), \(\omega=\tfrac12\), and evaluate them at \(r=0.5\) Å.

## A tempting solution

Hold electron 1 at \(\mathbf r\) and regard \(\Psi\) as a function \(\psi\) of the position \(\mathbf r_2=\mathbf r+\mathbf u\) of electron 2. Near \(u=0\) that electron sees the singular potential \(\lambda/u\), and only its kinetic energy seems able to cancel it, so \(-\tfrac12\nabla_2^2\psi+\lambda\psi/u\) must stay bounded. Try \(\psi=\psi_0(1+cu)\). Since \(\nabla^2u=u^{-2}\,\partial_u(u^2\cdot1)=2/u\), the singular terms are \((-c+\lambda)\psi_0/u\), which gives \(c=\lambda\). Squaring, \(|\psi|^2=|\psi_0|^2(1+2\lambda u)\), and so
\[
\frac{d\bar P}{du}\Big|_{0^+}=2\lambda P(\mathbf r,\mathbf r)\qquad(\text{wrong}).
\]
The answer looks confirmed by Kato's condition at a nucleus of charge \(Z\), where the spherically averaged density has logarithmic slope \(-2Z\): putting \(Z=-\lambda\) gives \(+2\lambda\).

## The fault

The argument counted \(-\tfrac12\nabla_1^2\psi\) among the bounded terms. Holding \(\mathbf r_1\) at a fixed value does not remove the operator \(\nabla_1^2\) from the Schrödinger equation, and \(u=|\mathbf r_2-\mathbf r_1|\) depends on \(\mathbf r_1\) just as it does on \(\mathbf r_2\), so \(\nabla_1^2u=2/u\) as well. The true singular part of \(H\psi\) for the factor \(1+cu\) is
\[
\Big[-\tfrac12\,\frac{2c}{u}-\tfrac12\,\frac{2c}{u}+\frac{\lambda}{u}\Big]\psi_0=\frac{\lambda-2c}{u}\,\psi_0 .
\]
With \(c=\lambda\) the local energy \(H\psi/\psi\) diverges as \(-\lambda/u\), whereas for an eigenstate it is the constant \(E\). The analogy with a nucleus fails because a clamped nucleus has no kinetic energy operator. For charges \(q_1,q_2\) and reduced mass \(\mu\), the relative kinetic energy \(-\nabla_u^2/2\mu\) gives \(-c/\mu+q_1q_2=0\), so \(c=\mu q_1q_2\). A clamped nucleus has \(\mu=1\), and two electrons have \(\mu=\tfrac12\). The trial form also assumed, without reason, that the term linear in \(u\) is the same in all directions.

## Part (a): the cusp of the pair density

**Kinetic energy.** Take the midpoint \(\mathbf R=(\mathbf r_1+\mathbf r_2)/2\) and \(\mathbf u=\mathbf r_2-\mathbf r_1\). The chain rule gives \(\nabla_1=\tfrac12\nabla_R-\nabla_u\) and \(\nabla_2=\tfrac12\nabla_R+\nabla_u\). On squaring and adding, the cross terms cancel:
\[
-\tfrac12(\nabla_1^2+\nabla_2^2)=-\tfrac14\nabla_R^2-\nabla_u^2 .
\]

**Assumptions.** Let \(\psi(\mathbf R,\mathbf u)\) be one spin component of \(\Psi\), with the spectators \(\mathbf r_3,\dots,\mathbf r_M\) fixed away from \(\mathbf R\), from each other and from the nuclei. The following regularity is assumed and not proved. The function \(\Psi\) is bounded and has a bounded gradient, both decaying fast enough to be integrated over the spectators. The derivatives \(\nabla_R^2\psi\) and \(\nabla_j^2\psi\) with \(j\ge3\) stay bounded as \(u\to0\), which is natural because they are taken at fixed \(\mathbf u\) and do not act on \(1/u\). Finally
\[
\psi=\psi_0+u\,h(\hat{\mathbf u})+O(u^2),
\]
with a remainder whose Laplacian grows more slowly than \(1/u\). All potentials other than \(\lambda/u\) are bounded at such a configuration, so \(H\Psi=E\Psi\) says that \(-\nabla_u^2\psi+\lambda\psi/u\) is bounded.

**Order \(1/u\).** Write \(\nabla_u^2=u^{-2}\partial_uu^2\partial_u+u^{-2}\Lambda\), where the angular operator obeys \(\Lambda Y_{lm}=-l(l+1)Y_{lm}\). Since \(u^{-2}\partial_u(u^2\,p\,u^{p-1})=p(p+1)u^{p-2}\),
\[
\nabla_u^2\,(u^pY_{lm})=[p(p+1)-l(l+1)]\,u^{p-2}Y_{lm}. \tag{1}
\]
With \(p=1\), the terms of order \(1/u\) cancel only if \((2+\Lambda)h=\lambda\psi_0\). Expand \(h=\sum h_{lm}Y_{lm}\). The right side is isotropic, so the isotropic part of \(h\) is \(\lambda\psi_0/2\). For \(l\ge1\) the condition is \([2-l(l+1)]h_{lm}=0\), which leaves \(l=1\) free and forces \(h_{lm}=0\) for \(l\ge2\). An \(l=1\) function is \(\mathbf b\cdot\hat{\mathbf u}\) for some vector \(\mathbf b\), so
\[
\psi=\psi_0\big(1+\tfrac12\lambda u\big)+\mathbf b\cdot\mathbf u+O(u^2),
\qquad
|\psi|^2=|\psi_0|^2(1+\lambda u)+2\,\mathrm{Re}(\psi_0^*\mathbf b)\cdot\mathbf u+O(u^2). \tag{2}
\]
The term \(\mathbf b\cdot\mathbf u\) is an ordinary smooth gradient, fixed by the state as a whole. The term in \(u=|\mathbf u|\) is a cone, not differentiable at the origin when \(\lambda\psi_0\ne0\). Its coefficient relative to \(\psi_0\), namely \(\lambda/2\), is fixed by the interaction alone.

**Spin.** If electrons 1 and 2 have the same spin, exchanging them sends \(\mathbf u\to-\mathbf u\) at fixed \(\mathbf R\) within the same component, and antisymmetry gives \(\psi(\mathbf R,-\mathbf u)=-\psi(\mathbf R,\mathbf u)\). Then \(\psi_0=0\) and \(|\psi|^2=O(u^2)\). The expansion of \(|\psi|^2\) in (2) still holds for these components, with both its constant and its linear terms zero, so only antiparallel spins contribute to the on-top value and the slope.

**Spectators.** Equation (2) must be integrated over \(\mathbf r_3,\dots,\mathbf r_M\), including configurations where the assumptions fail. Remove the set \(B_\delta\) on which some spectator lies within \(\delta\) of \(\mathbf R\), of another spectator or of a nucleus. Outside \(B_\delta\) the expansion is taken to be uniform and is integrated term by term. Inside, the bounded gradient gives \(\big||\psi(\mathbf u)|^2-|\psi(0)|^2\big|\le C u\), with \(C\) integrable over the remaining coordinates, and each condition confines one electron to a volume \(4\pi\delta^3/3\). The contribution of \(B_\delta\) to the slope and to the on-top value is therefore at most a constant times \(\delta^3\), and it vanishes as \(\delta\to0\). With \(P_0(\mathbf R)\equiv P(\mathbf R,\mathbf R)\),
\[
P(\mathbf R-\tfrac12\mathbf u,\mathbf R+\tfrac12\mathbf u)=P_0(\mathbf R)(1+\lambda u)+\mathbf B(\mathbf R)\cdot\mathbf u+o(u).
\]
The spin-summed \(P\) is symmetric in its arguments, so the left side is even in \(\mathbf u\) and \(\mathbf B=0\). At fixed midpoint the logarithmic slope is \(\lambda\) in every direction.

**Fixed reference point.** For \(P(\mathbf r,\mathbf r+\mathbf u)\) the midpoint is \(\mathbf R=\mathbf r+\mathbf u/2\), and \(P_0(\mathbf R)=P_0(\mathbf r)+\tfrac12\mathbf u\cdot\nabla P_0+o(u)\). Hence
\[
P(\mathbf r,\mathbf r+\mathbf u)=P_0(\mathbf r)+u\big[\lambda P_0(\mathbf r)+\tfrac12\hat{\mathbf u}\cdot\nabla P_0(\mathbf r)\big]+o(u). \tag{3}
\]
The average of \(\hat{\mathbf u}\) over directions is zero, which leaves Kimball's condition
\[
\frac{d\bar P}{du}\Big|_{0^+}=\lambda\,P(\mathbf r,\mathbf r). \tag{4}
\]
At fixed \(\mathbf r\) the average is needed wherever \(\nabla P_0\ne0\). In ordinary units the relative equation reads \(-(\hbar^2/m)\nabla_u^2\psi+\lambda e^2\psi/(4\pi\varepsilon_0u)\), so \(\lambda\) in (4) becomes \(\lambda me^2/(4\pi\varepsilon_0\hbar^2)=\lambda/a_0\). "Slope equals on-top value" holds with lengths in bohr and \(\lambda=1\).

Where \(P_0>0\), the averaged pair density initially rises away from coalescence for repulsion and falls for attraction. Where \(P_0=0\) the slope vanishes and (4) gives no such information. For \(\lambda=0\), or for an interaction that is finite at \(u=0\), the order \(1/u\) reads \((2+\Lambda)h=0\) and there is no cusp. Conversely, an approximate \(\Psi\) that is differentiable at \(u=0\), such as a finite sum of determinants of smooth orbitals, has \(h=\mathbf b\cdot\hat{\mathbf u}\) and zero averaged slope, so for \(\lambda\ne0\) it violates (4) wherever its on-top value is nonzero. The dimension matters: in \(d\ge2\) dimensions, with the same interaction \(\lambda/u\), \(\nabla^2u=(d-1)/u\), the isotropic part of \(h\) is \(\lambda\psi_0/(d-1)\), and the logarithmic slope of \(\bar P\) is \(2\lambda/(d-1)\). With \(\mathbf r\) on a nucleus three particles meet, \(v\) is unbounded, and the derivation does not apply.

## Part (b): \(g\), the hole and parallel spins

At a point where \(v\) is smooth, \(n(\mathbf r+\mathbf u)=n+\mathbf u\cdot\nabla n+O(u^2)\) with \(n=n(\mathbf r)\). Dividing (3) by \(n\,n(\mathbf r+\mathbf u)\) adds the term \(-P_0\,\mathbf u\cdot\nabla n/n^3\), which is linear in the vector \(\mathbf u\) and averages to zero. Therefore \(\bar g'(0^+)=\lambda g(\mathbf r,\mathbf r)\). Integrating (4) over \(\mathbf r\) gives the same condition for the intracule \(I(u)=\int\bar P\,d^3r\).

For the hole, \(\bar n_{xc}=\bar P/n-\overline{n(\mathbf r+\mathbf u)}\), and the last term has no part linear in \(u\). Using \(P_0/n=n_{xc}(\mathbf r,\mathbf r)+n\),
\[
\bar n_{xc}'(0^+)=\lambda\,[\,n_{xc}(\mathbf r,\mathbf r)+n(\mathbf r)\,]. \tag{5}
\]
The slope of the hole is not its on-top value. For a two-electron singlet ground state the Kohn–Sham orbital is \(\varphi=\sqrt{n/2}\), the determinant has pair density \(2\varphi(\mathbf r)^2\varphi(\mathbf r')^2=n(\mathbf r)n(\mathbf r')/2\), and the exchange hole is \(n_x=-n(\mathbf r')/2\), with zero averaged slope. The correlation hole \(n_c=n_{xc}-n_x\) then carries the whole cusp, \(\bar n_c'(0^+)=\lambda[n_c(\mathbf r,\mathbf r)+n/2]\). In the adiabatic connection, each \(g_\lambda\) obeys the condition with its own \(\lambda\) provided its potential is smooth at \(\mathbf r\). The average of \(\bar g_\lambda\) over \(0\le\lambda\le1\) then has slope \(\int_0^1\lambda g_\lambda\,d\lambda\), which cannot exceed the on-top value \(\int_0^1g_\lambda\,d\lambda\) since \(g_\lambda\ge0\) and \(\lambda\le1\), and is smaller whenever that value is nonzero.

For parallel spins assume one more order, \(\psi=\mathbf b\cdot\mathbf u+u^2h_2(\hat{\mathbf u})+O(u^3)\), with \(h_2\) odd. As \(\psi\) vanishes at \(u=0\) for all \(\mathbf R\) and all spectator positions, the terms called bounded above are now \(O(u)\). By (1), \(\nabla_u^2(\mathbf b\cdot\mathbf u)=0\), and the order \(u^0\) gives \((6+\Lambda)h_2=\lambda\,\mathbf b\cdot\hat{\mathbf u}\). For \(l=1\) the factor is \(6-2=4\). The free solution has \(l=2\), which is even and excluded, and all other components vanish. Thus \(\psi=\mathbf b\cdot\mathbf u\,(1+\lambda u/4)\) to this order. The average of \(|\mathbf b\cdot\hat{\mathbf u}|^2\) is \(|\mathbf b|^2/3\). Shifting the midpoint by \(\mathbf u/2\) changes \(|\mathbf b\cdot\mathbf u|^2\) by a cubic polynomial in the components of \(\mathbf u\), which is odd and averages to zero. The bounded-gradient argument of part (a) controls only terms of order \(u\), so it is assumed here that the expansion to order \(u^3\) may be integrated over the spectators term by term. Hence
\[
\bar P_{\parallel}\propto u^2\big(1+\tfrac12\lambda u\big).
\]
The prefactor is \(|\mathbf b|^2/3\) at \(\mathbf r\), summed over the spectators, and the form holds where this is nonzero. Where it vanishes, \(\bar P_\parallel\) starts at a higher power of \(u\). An example is the triplet \((\mathbf R\cdot\mathbf u)(1+u/4)\,e^{-(r_1^2+r_2^2)/8}\), an exact state of Hooke's atom at \(\omega=\tfrac14\) with \(E=\tfrac58+\tfrac78=\tfrac32\). It has \(\mathbf b\propto\mathbf R\), so at \(\mathbf r=0\), where \(\mathbf R=\mathbf u/2\), the function is of order \(u^2\) and \(\bar P_\parallel\) of order \(u^4\). For a leading term \(u^lY_{lm}(1+au)\), equation (1) with \(p=l+1\) gives the factor \((l+1)(l+2)-l(l+1)=2(l+1)\), so \(a=\lambda/(2l+2)\). In a fully spin-polarized system (4) reduces to \(0=0\), and the parallel-spin form carries the information wherever its prefactor is nonzero.

## Part (c): Hooke's atom

**Solution.** From \(\mathbf r_{1,2}=\mathbf R\mp\mathbf u/2\) follows \(r_1^2+r_2^2=2R^2+u^2/2\), so with \(\lambda=1\)
\[
H=\big[-\tfrac14\nabla_R^2+\omega^2R^2\big]+\big[-\nabla_u^2+\tfrac14\omega^2u^2+1/u\big].
\]
Since \(\nabla_R^2e^{-\omega R^2}=(4\omega^2R^2-6\omega)e^{-\omega R^2}\), the function \(e^{-\omega R^2}\) solves the first bracket with energy \(3\omega/2\). For the second take \(u^lY_{lm}\chi(u)\), whose Laplacian is \(u^lY_{lm}[\chi''+2(l+1)\chi'/u]\), because the terms without derivatives of \(\chi\) cancel by (1). With \(\chi=e^{-\omega u^2/4}p\),
\[
\chi'=e^{-\omega u^2/4}\big(p'-\tfrac12\omega up\big),\qquad
\chi''=e^{-\omega u^2/4}\big(p''-\omega up'-\tfrac12\omega p+\tfrac14\omega^2u^2p\big).
\]
The \(\omega^2u^2/4\) terms cancel against the potential, and the terms \(\tfrac12\omega p+(l+1)\omega p\) combine. For relative energy \(\varepsilon\) and \(\eta=\varepsilon-\omega(l+\tfrac32)\),
\[
-p''-\Big[\frac{2(l+1)}{u}-\omega u\Big]p'+\frac pu=\eta\,p .
\]
Inserting \(p=1+au\) gives \([1-2(l+1)a]/u+a+\omega au=\eta+\eta au\). The three powers of \(u\) require \(a=1/(2l+2)\), \(\eta=a\) and \(\omega=\eta\), so \(\varepsilon=\omega(l+\tfrac52)\). The first of these is the cusp condition, and the other two select the frequency at which the series ends. For \(l=0\), \(\omega=\tfrac12\) and \(E=\tfrac34+\tfrac54=2\) hartree \(=54.42\) eV, with
\[
\Psi=N\big(1+\tfrac12u\big)\,e^{-(r_1^2+r_2^2)/4},
\]
which has no node and is the singlet ground state. For \(l=1\) there is a triplet at \(\omega=\tfrac14\) with factor \(1+u/4\) and \(E=\tfrac38+\tfrac78=\tfrac54\), which is 34.01 eV.

**Normalization.** The Jacobian from \((\mathbf r_1,\mathbf r_2)\) to \((\mathbf R,\mathbf u)\) is \(\tfrac12+\tfrac12=1\) per Cartesian component, and \(|\Psi|^2=N^2(1+u+u^2/4)e^{-R^2-u^2/4}\). Using \(\int e^{-R^2}d^3R=\pi^{3/2}\) and \(\int_0^\infty u^ke^{-u^2/4}du=2^k\Gamma(\tfrac{k+1}2)\), which is \(2\sqrt\pi\), \(8\), \(12\sqrt\pi\) for \(k=2,3,4\),
\[
N^{-2}=\pi^{3/2}\,4\pi\,(2\sqrt\pi+8+3\sqrt\pi)=4\pi^{5/2}(8+5\sqrt\pi).
\]
The same change of variables gives \(I(u)=2N^2\pi^{3/2}(1+u/2)^2e^{-u^2/4}\), whose logarithmic slope at \(u=0\) is 1.

**Pair density.** Here \(P=2|\Psi|^2\), and \(r_1^2+r_2^2=2r^2+2ru\cos\theta+u^2\), with \(\theta\) the angle between \(\mathbf r\) and \(\mathbf u\):
\[
P(\mathbf r,\mathbf r+\mathbf u)=2N^2\big(1+\tfrac12u\big)^2e^{-r^2-ru\cos\theta-u^2/2}.
\]
The logarithmic slope along one direction is \(1-r\cos\theta\). This agrees with (3), since \(P_0=2N^2e^{-r^2}\) gives \(\tfrac12\hat{\mathbf u}\cdot\nabla\ln P_0=-r\cos\theta\). The average \(\tfrac12\int_{-1}^1e^{-ru\mu}d\mu=\sinh(ru)/(ru)=1+r^2u^2/6+\dots\) and \(e^{-u^2/2}=1-u^2/2+\dots\) multiply to the even series \(1+(r^2/6-\tfrac12)u^2+O(u^4)\). Multiplying by \(1+u+u^2/4\),
\[
\frac{\bar P}{P_0}=1+u+\Big(\frac{r^2}6-\frac14\Big)u^2+\Big(\frac{r^2}6-\frac12\Big)u^3+O(u^4). \tag{6}
\]
The linear coefficient is 1 at every \(r\), as (4) requires, and not 2.

**Density.** For \(M=2\), \(n(r)=\int P\,d^3r_2=2N^2(2\pi)^{3/2}e^{-r^2/2}\,[1+\langle u\rangle+\langle u^2\rangle/4]\), where the brackets average over the normalized Gaussian \((2\pi)^{-3/2}e^{-r_2^2/2}\). Then \(\langle u^2\rangle=r^2+\langle r_2^2\rangle=r^2+3\). For \(\langle u\rangle\), integrate over \(\mathbf u\) with the angular average above, noting that \(e^{-(r^2+u^2)/2}\sinh(ru)=\tfrac12[e^{-(u-r)^2/2}-e^{-(u+r)^2/2}]\):
\[
\langle u\rangle=\frac1{\sqrt{2\pi}\,r}\Big[\int_{-r}^\infty(t+r)^2e^{-t^2/2}dt-\int_r^\infty(t-r)^2e^{-t^2/2}dt\Big].
\]
On \(t>r\) the integrands differ by \(4rt\,e^{-t^2/2}\), which integrates to \(4re^{-r^2/2}\). On \(|t|<r\) the odd term drops, and integrating \(t^2e^{-t^2/2}\) by parts gives in total \((1+r^2)\sqrt{2\pi}\,\mathrm{erf}(r/\sqrt2)-2re^{-r^2/2}\). Therefore
\[
n=2N^2(2\pi)^{3/2}e^{-r^2/2}\Big[\tfrac74+\tfrac14r^2+\sqrt{2/\pi}\,e^{-r^2/2}+\big(r+\tfrac1r\big)\mathrm{erf}\big(r/\sqrt2\big)\Big].
\]

**Numbers at \(r=0.5\) Å.** With \(a_0=0.529177\) Å, \(r/a_0=0.944863\), \(1/a_0=1.88973\) Å\(^{-1}\) and \(N^2=0.038596\) Å\(^{-6}\),
\[
P_0=2\times0.038596\times e^{-0.944863^2}=0.03161\ \text{Å}^{-6},\qquad
\frac{P_0}{a_0}=0.0316118\times1.88973=0.05974\ \text{Å}^{-7}.
\]
The slope extracted numerically from the angular average of \(2|\Psi|^2\) is \(0.05974\) Å\(^{-7}\), a ratio of \(1.88973\) Å\(^{-1}\), or 1 bohr\(^{-1}\). The wrong solution predicts \(2\times1.88973=3.779\) Å\(^{-1}\). Along single directions the logarithmic slope is \((1-0.944863)\times1.88973=0.1042\) Å\(^{-1}\) outward, \(1.8897\) Å\(^{-1}\) sideways and \((1+0.944863)\times1.88973=3.675\) Å\(^{-1}\) inward. The inward value lies near the wrong prediction only because \(r\) is close to \(a_0\) in \(1+r/a_0\).

| \(u\) (Å) | \(\bar P/P_0\) | \(1+u/a_0\) |
|---|---|---|
| 0.02 | 1.03763 | 1.03779 |
| 0.1 | 1.18296 | 1.18897 |
| 0.2 | 1.34437 | 1.37795 |
| 0.5 | 1.57921 | 1.94486 |

Relative to the exact ratio, the linear law is too high by \(0.00601/1.18296=0.5\%\) at 0.1 Å, by \(0.03358/1.34437=2.5\%\) at 0.2 Å and by \(0.36565/1.57921=23\%\) at 0.5 Å. Equation (6) accounts for the gap at 0.1 Å. The quadratic coefficient is \((0.944863^2/6-0.25)\times1.88973^2=-0.3614\) Å\(^{-2}\), contributing \(-0.0036\), and the cubic term is \((0.944863^2/6-0.5)\times0.18897^3=-0.0024\). Their sum is \(-0.0060\).

The density formula gives \(n=0.437684\) Å\(^{-3}\). Then \(g(\mathbf r,\mathbf r)=0.0316118/0.437684^2=0.1650\), with slope \(0.165017\times1.88973=0.3118\) Å\(^{-1}\). Next \(P_0/n=0.0722252\) Å\(^{-3}\), so \(n_{xc}(\mathbf r,\mathbf r)=0.0722252-0.437684=-0.3655\) Å\(^{-3}\), and (5) gives the slope \(0.0722252\times1.88973=0.1365\) Å\(^{-4}\). It is positive although the on-top hole is negative. The exchange part is \(-n/2=-0.2188\) Å\(^{-3}\), and \(n_c(\mathbf r,\mathbf r)=-0.365459+0.218842=-0.1466\) Å\(^{-3}\). The intracule has \(I(0)=0.06369\) Å\(^{-3}\) and slope \(0.0636943\times1.88973=0.1204\) Å\(^{-4}\). For the triplet, \(\bar P/u^2\) has logarithmic slope \(0.9449\) Å\(^{-1}\), which is \(1/(2a_0)\).

**Cases where the cusp is not written into the function.** The closed form shows \(1+u/2\) openly, so reading its slope adds little once \(H\Psi=2\Psi\) is confirmed. The numerical check below therefore also solves the relative equation in a polynomial basis in \(u\) whose coefficients are all free, and asserts the logarithmic slope \(\lambda/[(l+1)a_0]\) for the square of the radial function divided by \(u^{2l}\). For \(l=0\) and \(\lambda=1\) it finds \(1.88973\) Å\(^{-1}\) at \(\hbar\omega=3\) eV and at 50 eV. At \(\hbar\omega=10\) eV it finds \(0.566918\) Å\(^{-1}\) for \(\lambda=0.3\), \(-1.88973\) Å\(^{-1}\) for \(\lambda=-1\), and, with \(\lambda=1\), \(0.944863\) and \(0.629909\) Å\(^{-1}\) for \(l=1\) and \(2\).

Adding \(\gamma r^4\) to \(v\) at \(\omega=\tfrac12\) removes the separation. From \(r_{1,2}^2=R^2+u^2/4\mp\mathbf R\cdot\mathbf u\) follows \(r_1^4+r_2^4=2(R^2+u^2/4)^2+2(\mathbf R\cdot\mathbf u)^2\), which couples \(\mathbf R\) and \(\mathbf u\) and mixes relative angular momenta. For \(\gamma=3\) eV Å\(^{-4}\), in a basis truncated at \(l=4\), the energy is \(61.564\) eV, and a finite-difference local energy at one configuration gives the same value to these digits. The angular mixing is weak, with weight \(5.3\times10^{-4}\) in \(l=2\). At \(r=0.5\) Å the on-top value is \(0.055509\) Å\(^{-6}\), so (4) predicts \(0.055509\times1.88973=0.10490\) Å\(^{-7}\), and the measured slope is \(0.10490\) Å\(^{-7}\). The outward logarithmic slope is \(-0.2036\) Å\(^{-1}\): there the gradient term of (3) outweighs the cusp term, and \(P\) falls as electron 2 moves outward from electron 1 although the two repel. All these tests have two electrons, so the integration over spectators rests on the argument in part (a) and its stated assumptions.

## Computed values

```
Bohr radius a0 = 0.529177 A
hartree = 27.2114 eV
predicted log-slope 1/a0 = 1.88973 1/A
singlet hbar*omega = 13.6057 eV
singlet E = 54.4228 eV
singlet E = 2 hartree
triplet hbar*omega = 6.80285 eV
triplet E = 34.0142 eV
N^2 = 0.038596 1/A^6
position r = 0.5 A
r/a0 = 0.944863 
n(r) = 0.437684 1/A^3
P(r,r) = 0.0316118 1/A^6
slope of Pbar = 0.0597376 1/A^7
slope/on-top = 1.88973 1/A
slope/on-top = 1 1/bohr
u^2 coefficient/on-top = -0.361412 1/A^2
directional log-slope, cos=+1 = 0.104194 1/A
directional log-slope, cos=+0 = 1.88973 1/A
directional log-slope, cos=-1 = 3.67526 1/A
u = 0.02 A: Pbar/P(r,r) = 1.03763, 1+u/a0 = 1.03779
u = 0.1 A: Pbar/P(r,r) = 1.18296, 1+u/a0 = 1.18897
u = 0.2 A: Pbar/P(r,r) = 1.34437, 1+u/a0 = 1.37795
u = 0.5 A: Pbar/P(r,r) = 1.57921, 1+u/a0 = 1.94486
g(r,r) = 0.165017 
slope of gbar = 0.311837 1/A
n_xc(r,r) = -0.365459 1/A^3
n_xc(r,r)+n = 0.0722252 1/A^3
slope of n_xc = 0.136486 1/A^4
n_x(r,r) = -0.218842 1/A^3
n_c(r,r) = -0.146617 1/A^3
hole sum rule = -1 
intracule I(0) = 0.0636943 1/A^3
intracule slope = 0.120365 1/A^4
triplet log-slope of Pbar/u^2 = 0.944863 1/A
hw=13.61 eV lam=1 l=0: E=54.4228 eV, log-slope=1.88973 1/A
hw=6.803 eV lam=1 l=1: E=34.0142 eV, log-slope=0.944863 1/A
hw=3 eV lam=1 l=0: E=14.7623 eV, log-slope=1.88973 1/A
hw=50 eV lam=1 l=0: E=177.52 eV, log-slope=1.88973 1/A
hw=10 eV lam=0.3 l=0: E=33.7707 eV, log-slope=0.566918 1/A
hw=10 eV lam=-1 l=0: E=14.135 eV, log-slope=-1.88973 1/A
hw=10 eV lam=1 l=1: E=48.332 eV, log-slope=0.944863 1/A
hw=10 eV lam=1 l=2: E=56.8228 eV, log-slope=0.629909 1/A
quartic gamma = 3 eV/A^4
quartic E = 61.5642 eV
quartic finite-difference local energy = 61.5641 eV
quartic weight of l=2 = 0.000528343 
quartic P(r,r) = 0.055509 1/A^6
quartic slope of Pbar = 0.104897 1/A^7
quartic slope/on-top = 1.88973 1/A
quartic directional log-slope, cos=+1 = -0.203567 1/A
```
